# Gibbs-Bogoliubov upper bounds on the free energy of anharmonic crystals, part 1

(Sections cited here and not found follow in the second part.)

## First half: the bound from relative entropy, and its harmonic form

### Definitions and conventions

Consider a crystal whose nuclei move on one Born-Oppenheimer energy surface. The nuclei are treated as distinguishable, so exchange is left out. The potential energy does not change when all nuclei are shifted together. The centre-of-mass motion therefore separates from the rest, and it is removed. There remain $n$ vibrational coordinates $R=(R_1,\dots,R_n)$, each running over all real numbers, chosen so that the kinetic energy is diagonal with masses $M_a$ (Jacobi coordinates do this). The Hamiltonian is

$$H=T_{\rm kin}+V(R),\qquad T_{\rm kin}=\sum_{a=1}^{n}\frac{P_a^2}{2M_a}.$$

With temperature $T$ and $\beta=1/kT$, the partition function, the free energy and the equilibrium density matrix are

$$Z=\mathrm{Tr}\,e^{-\beta H},\qquad F=-kT\ln Z,\qquad \sigma=\frac{e^{-\beta H}}{Z}.$$

It is assumed that $Z$ is finite. A real energy surface levels off when atoms are pulled far apart, and in an unlimited volume $Z$ would then diverge, because the crystal can evaporate. $V$ is therefore understood to be continued by a confining potential outside the region that the crystal visits.

A harmonic trial is fixed by a centroid $R^0$ and a real, symmetric, positive definite matrix $\Phi$ of force constants:

$$H_t=T_{\rm kin}+V_t,\qquad V_t=\tfrac12\sum_{ab}(R_a-R^0_a)\,\Phi_{ab}\,(R_b-R^0_b),$$

$$\rho=\frac{e^{-\beta H_t}}{Z_t},\qquad Z_t=\mathrm{Tr}\,e^{-\beta H_t},\qquad F_t=-kT\ln Z_t .$$

Positive definiteness is needed for $Z_t$ to be finite. Averages $\langle\cdot\rangle$ without a label are taken with $\rho$. The statement to be derived is

$$F\;\le\;F_t+\langle V-V_t\rangle, \tag{1}$$

for every $R^0$ and every positive definite $\Phi$ for which the average exists. Neither $R^0$ nor $\Phi$ has to be related to the minimum or to the curvature of $V$.

### First derivation

For any density matrix $\rho$, harmonic or not, define the free-energy functional

$$\mathcal F[\rho]=\mathrm{Tr}\,\rho H+kT\,\mathrm{Tr}\,\rho\ln\rho . \tag{2}$$

The second term is $-TS$, with entropy $S=-k\,\mathrm{Tr}\,\rho\ln\rho$. From the definition of $\sigma$, $\ln\sigma=-\beta H-\ln Z$. Since $\mathrm{Tr}\,\rho=1$,

$$kT\,\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma)=kT\,\mathrm{Tr}\,\rho\ln\rho+\mathrm{Tr}\,\rho H+kT\ln Z=\mathcal F[\rho]-F. \tag{3}$$

The excess of the functional over the true free energy is thus $kT$ times a relative entropy. Its sign has to be found without assuming that $\rho$ and $\sigma$ commute. Write each in its own eigenbasis,

$$\rho=\sum_i p_i|i\rangle\langle i|,\qquad \sigma=\sum_j q_j|j)(j|,\qquad O_{ij}=|\langle i|j)|^2 .$$

Both bases are complete and orthonormal, so $\sum_jO_{ij}=1$ for each $i$ and $\sum_iO_{ij}=1$ for each $j$. The two traces become

$$\mathrm{Tr}\,\rho\ln\rho=\sum_ip_i\ln p_i=\sum_{ij}O_{ij}\,p_i\ln p_i,\qquad \mathrm{Tr}\,\rho\ln\sigma=\sum_ip_i\langle i|\ln\sigma|i\rangle=\sum_{ij}O_{ij}\,p_i\ln q_j .$$

Moreover $\sum_{ij}O_{ij}(q_j-p_i)=\sum_jq_j-\sum_ip_i=1-1=0$, so this sum may be added freely:

$$\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma)=\sum_{ij}O_{ij}\left[p_i\ln\frac{p_i}{q_j}-p_i+q_j\right]. \tag{4}$$

For positive $x$, $\ln x\le x-1$, with equality only at $x=1$, because $x-1-\ln x$ has its single minimum, zero, there. Put $x=q_j/p_i$:

$$p_i\ln\frac{p_i}{q_j}=-p_i\ln\frac{q_j}{p_i}\ge-p_i\left(\frac{q_j}{p_i}-1\right)=p_i-q_j .$$

Every bracket in (4) is therefore nonnegative. (If $p_i=0$, the bracket is $q_j>0$.) Hence $\mathcal F[\rho]\ge F$.

Equality requires $p_i=q_j$ for every pair with $O_{ij}\ne0$. Then $(p_i-q_j)\langle i|j)=0$ for all pairs, and the left side is the matrix element $\langle i|(\rho-\sigma)|j)$. So equality holds only if $\rho=\sigma$.

It remains to insert the harmonic $\rho$. Here $\ln\rho=-\beta H_t-\ln Z_t$, which gives

$$kT\,\mathrm{Tr}\,\rho\ln\rho=-\langle H_t\rangle-kT\ln Z_t=F_t-\langle H_t\rangle,$$

$$\mathcal F[\rho]=\langle H\rangle+F_t-\langle H_t\rangle=F_t+\langle V-V_t\rangle .$$

The kinetic energy cancels because $H$ and $H_t$ contain the same operator $T_{\rm kin}$. This is (1).

A harmonic density matrix formed at another temperature $T'$ is also a legitimate $\rho$. For it the bound is (2), that is $\langle H\rangle-TS$ with the actual temperature $T$ in front of $S$. The short form (1) does not apply to it, since $\rho\propto e^{-H_t/kT'}$ equals $e^{-\beta(T/T')H_t}$, whose exponent contains a rescaled kinetic energy.

As $T\to0$ the trial state becomes the ground state of $H_t$, $TS$ vanishes, and the bound becomes the Rayleigh-Ritz statement that the ground-state energy does not exceed $\langle H\rangle$.

### The harmonic average in closed form

Define the dynamical matrix $D_{ab}=\Phi_{ab}/\sqrt{M_aM_b}$, with orthonormal real eigenvectors $e_\mu$ and eigenvalues $\omega_\mu^2>0$. Normal coordinates follow from

$$R_a-R^0_a=\frac{1}{\sqrt{M_a}}\sum_\mu e_{\mu a}Q_\mu,\qquad P_a=\sqrt{M_a}\sum_\mu e_{\mu a}\Pi_\mu .$$

Inserting these and using $\sum_ae_{\mu a}e_{\nu a}=\delta_{\mu\nu}$ and $\sum_{ab}e_{\mu a}D_{ab}e_{\nu b}=\omega_\mu^2\delta_{\mu\nu}$ gives

$$H_t=\sum_\mu\tfrac12\left(\Pi_\mu^2+\omega_\mu^2Q_\mu^2\right).$$

Each mode has the levels $\hbar\omega(m+\tfrac12)$, $m=0,1,\dots$. The geometric series for its partition function is $e^{-\beta\hbar\omega/2}/(1-e^{-\beta\hbar\omega})$, so

$$F_t=\sum_\mu\left[\tfrac12\hbar\omega_\mu+kT\ln\left(1-e^{-\beta\hbar\omega_\mu}\right)\right]. \tag{5}$$

The average of $V$ needs the distribution of positions. For one mode write $Q=\ell(a+a^\dagger)$ with $\ell^2=\hbar/2\omega$ and $[a,a^\dagger]=1$, and let $X=e^{i\kappa Q}$ with $\kappa$ a real number. Because $a$ lowers the energy by $\hbar\omega$, $\rho a=e^{\beta\hbar\omega}a\rho$. Cyclic invariance of the trace then gives

$$\langle aX\rangle=e^{\beta\hbar\omega}\langle Xa\rangle=e^{\beta\hbar\omega}\left(\langle aX\rangle-\langle[a,X]\rangle\right).$$

Solving for $\langle aX\rangle$, with $N=1/(e^{\beta\hbar\omega}-1)$ and $[a,X]=i\kappa\ell X$,

$$\langle aX\rangle=\frac{e^{\beta\hbar\omega}}{e^{\beta\hbar\omega}-1}\,i\kappa\ell\langle X\rangle=(N+1)\,i\kappa\ell\langle X\rangle .$$

In the same way $\rho a^\dagger=e^{-\beta\hbar\omega}a^\dagger\rho$ and $[a^\dagger,X]=-i\kappa\ell X$ lead to $\langle a^\dagger X\rangle=N\,i\kappa\ell\langle X\rangle$. Adding the two results,

$$\frac{d\langle X\rangle}{d\kappa}=i\langle QX\rangle=-\kappa\,\ell^2(2N+1)\langle X\rangle .$$

The solution with $\langle X\rangle=1$ at $\kappa=0$ is $\exp(-\tfrac12\kappa^2s_\mu)$. This is the characteristic function of a Gaussian of zero mean and variance

$$s_\mu=\frac{\hbar}{2\omega_\mu}(2N_\mu+1)=\frac{\hbar}{2\omega_\mu}\coth\frac{\beta\hbar\omega_\mu}{2}. \tag{6}$$

The modes are independent, so $R$ has a Gaussian distribution with mean $R^0$ and covariance

$$\Psi_{ab}=\sum_\mu\frac{e_{\mu a}e_{\mu b}}{\sqrt{M_aM_b}}\,s_\mu . \tag{7}$$

The average of $V_t$ is $\tfrac12\sum_{ab}\Phi_{ab}\Psi_{ab}=\tfrac12\mathrm{Tr}\,\Phi\Psi$. The bound is now an explicit function of the trial parameters:

$$\mathcal F(R^0,\Phi)=F_t(\Phi)+\langle V\rangle_{R^0,\Psi}-\tfrac12\mathrm{Tr}\,\Phi\Psi . \tag{8}$$

### The best trial

The lowest value of (8) is the most useful one. To vary the first term, differentiate (5) for one mode:

$$\frac{dF_\mu}{d\omega_\mu}=\frac{\hbar}{2}+\hbar N_\mu=\omega_\mu s_\mu,\qquad\text{so}\qquad dF_t=\sum_\mu\omega_\mu s_\mu\,d\omega_\mu=\tfrac12\sum_\mu s_\mu\,d(\omega_\mu^2).$$

First-order perturbation theory for $D$ gives $d(\omega_\mu^2)=\sum_{ab}e_{\mu a}e_{\mu b}\,d\Phi_{ab}/\sqrt{M_aM_b}$. (Within a degenerate set, choose the eigenvectors that diagonalize the perturbation; $s_\mu$ is the same for the whole set.) With (7),

$$dF_t=\tfrac12\mathrm{Tr}\,\Psi\,d\Phi . \tag{9}$$

For the average of $V$, write the Gaussian density as

$$g(R)=\int\frac{d^n\kappa}{(2\pi)^n}\,e^{-i\kappa\cdot(R-R^0)-\frac12\kappa\cdot\Psi\kappa}.$$

A change of $R^0_a$ brings down $i\kappa_a$, which equals $-\partial/\partial R_a$ acting on $g$. A change of $\Psi$ brings down $-\tfrac12\sum\kappa_a\kappa_b\,d\Psi_{ab}$, which equals $\tfrac12\sum d\Psi_{ab}\,\partial_a\partial_b$ acting on $g$. Multiply by $V$ and integrate by parts, once in the first case and twice in the second. The boundary terms vanish for a smooth $V$ that grows no faster than a power. Thus

$$d\langle V\rangle=\langle\nabla V\rangle\cdot dR^0+\tfrac12\mathrm{Tr}\,\langle\nabla\nabla V\rangle\,d\Psi . \tag{10}$$

The last term of (8) varies by $-\tfrac12\mathrm{Tr}\,\Psi\,d\Phi-\tfrac12\mathrm{Tr}\,\Phi\,d\Psi$. Its first part cancels (9), leaving

$$d\mathcal F=\langle\nabla V\rangle\cdot dR^0+\tfrac12\mathrm{Tr}\left[\left(\langle\nabla\nabla V\rangle-\Phi\right)d\Psi\right]. \tag{11}$$

The bound is stationary when

$$\langle\nabla V\rangle=0,\qquad \Phi=\langle\nabla\nabla V\rangle . \tag{12}$$

The mean force vanishes, and the force constants equal the curvature of $V$ averaged over the thermal and zero-point motion that they themselves produce. This is the self-consistent harmonic approximation. Several solutions may exist, and a solution of (12) need not be a minimum; each one nevertheless gives a valid upper bound.

### Where the inequality says nothing

If $V$ is a Taylor expansion cut off at cubic order, and its cubic part is not zero, it falls without limit in some direction, $F=-\infty$, and (1) is true but empty. As an illustration, take $V=150x^2-400x^3$ ($x$ in Å, $V$ in meV) for a mass of 60 u. The levels found in a finite basis depend on the basis; here it consists of the states of an oscillator with a quantum of 6 meV. With 40 states the lowest level lies at about $-140$ meV. With 160 states it lies at about $-2020$ meV, and it has no limit, because a wave packet of fixed shape moved to large $x$ has an energy as low as desired.

The opposite failure occurs for a pair repulsion such as $r^{-12}$. A Gaussian trial generally gives two nuclei a finite density of contact, and $\int r^{-12}r^2dr$ diverges at small $r$. The bound is then $+\infty$. A Coulomb repulsion $1/r$ causes no such divergence in three dimensions.

## Second half: the bound from concavity, a comparison and an example

### Symbols and results carried over

The Hamiltonian is $H=T_{\rm kin}+V$, with free energy $F$ at temperature $T=1/k\beta$. The trial $H_t=T_{\rm kin}+V_t$ has centroid $R^0$, positive definite force constants $\Phi$, free energy $F_t$ and density matrix $\rho$. Positions in the trial state are Gaussian with covariance $\Psi$; a normal mode of frequency $\omega$ has the mass-weighted variance $(\hbar/2\omega)\coth(\beta\hbar\omega/2)$. The first half showed that $F\le F_t+\langle V-V_t\rangle$, that the excess is $kT$ times a relative entropy, and that the bound is stationary when $\langle\nabla V\rangle=0$ and $\Phi=\langle\nabla\nabla V\rangle$.

Relative entropy has given the upper bound on the free energy, and for a harmonic trial the bound has been put in explicit form together with the conditions that make it stationary. What remains is a second derivation from concavity, a comparison of what the two derivations assume, and a two-cell example with soft polar modes, set beside lead telluride.
